\section*{Why the proton-insertion hydrogen electrode removes the potential zero}

\section{The symmetry that fixes the answer}

Add a constant $c$ to the electrostatic potential everywhere in a periodic cell. No force changes, and no measurable quantity may change. The computed energy of a cell with net charge $q$ does change:
\begin{equation}
E_q \;\longrightarrow\; E_q+qc .
\label{eq:gauge}
\end{equation}
A neutral cell does not notice the constant; a charged one does.

Now consider two removals, with $e>0$ the elementary charge. Taking an electron out of a reductant, Red, raises the cell charge by $+e$ and leaves the oxidant, Ox. Taking a proton out of the solvated acid H$_3$O$^+$ lowers the cell charge by $e$ and leaves H$_2$O. Call the two free energies $\Delta_{\rm ox}A$ and $\Delta_{\rm dp}A$. In both, the removed particle is assigned the energy zero, as if it were left at rest where the cell potential reads zero. By \eqref{eq:gauge},
\begin{equation}
\Delta_{\rm ox}A\to\Delta_{\rm ox}A+ec,\qquad
\Delta_{\rm dp}A\to\Delta_{\rm dp}A-ec .
\label{eq:shifts}
\end{equation}
A combination $a\,\Delta_{\rm ox}A+b\,\Delta_{\rm dp}A$ shifts by $(a-b)ec$. It can represent an electrode potential only if $a=b$. Invariance therefore demands the sum of the two removals. Their opposite charges are the reason for the cancellation, not an obstacle to it: two removals of equal charge would have to be subtracted.

The shifts in \eqref{eq:shifts} arise from where the removed particle is put. If the electron were carried to a fixed physical place, such as a point in vacuum, its own energy there would change by $-ec$ and $\Delta_{\rm ox}A$ would be invariant by itself. A periodic liquid without a surface offers no such place. The zero of the cell potential is used instead, and it moves with the convention.

\section{From two removals to an electrode potential}

The potential $U$ of the couple Ox/Red on the scale of the standard hydrogen electrode (SHE) is defined by a complete reaction. Reduction of Ox by hydrogen,
\[
{\rm Ox}+\tfrac12{\rm H_2}\to{\rm Red}+{\rm H^+(aq)},
\]
has free energy $-eU$ for one transferred electron. The reverse reaction has free energy $+eU$ and can be split into three steps:
\begin{align}
{\rm Red}&\to{\rm Ox}+e^- & &\Delta_{\rm ox}A, \nonumber\\
{\rm H_3O^+}&\to{\rm H_2O}+{\rm H^+} & &\Delta_{\rm dp}A, \nonumber\\
{\rm H^+}+e^-&\to\tfrac12{\rm H_2} & &g. \nonumber
\end{align}
Adding them, with H$_3$O$^+$ in water standing for H$^+$(aq), gives
\begin{equation}
eU=\Delta_{\rm ox}A+\Delta_{\rm dp}A+g .
\label{eq:U}
\end{equation}
The second step is the reverse of inserting a proton into a water molecule. The term $g$ contains half the free energy of H$_2$, counted from a separated proton and electron at rest. It also collects the standard-state terms and the quantum corrections for nuclei treated classically in the simulation. Differences between constant-volume and constant-pressure free energies are neglected.

The term $g$ does not bring the potential zero back. A separated proton and electron, both at places of potential $\varphi$, have the potential energy $e\varphi-e\varphi=0$. The pair may be moved from the cell zero to vacuum at no cost, although neither particle may be moved alone at no cost. The hydrogen molecule is neutral as well. Equation \eqref{eq:U} thus works because what leaves the solution, taken as a whole, is a neutral pair.

There is a condition in this argument: the same $c$ must enter both removals. If the electron removal is done with constant $c_1$ and the proton removal with constant $c_2$, the sum shifts by
\begin{equation}
ec_1-ec_2=e(c_1-c_2).
\label{eq:mismatch}
\end{equation}
Opposite charge alone is not enough. The two calculations need not share one literal box, but they must share one potential offset. To see what this requires, one has to know what sets the offset.

\section{Where the offset comes from}

The usual convention sets the mean potential of the cell to zero and neutralizes a net charge $q$ with a uniform background of density $-q/\Omega$, where $\Omega=L^3$ is the volume of a cubic cell. This removes the freedom of $c$, but it does not place the zero at the vacuum level.

A solvable model shows the difference. Let the solvent consist of rigid, neutral, spherical molecules that do not overlap with one another or with the solute. Such a molecule has no field outside itself, so on the vacuum scale the space between molecules has potential zero. Let $\varphi_0$ be the potential of that same space when the cell mean is zero.

To find $\varphi_0$, place molecule $m$, with charge density $\rho_m$, in a cell of net charge $q$. The other charges and the background produce a potential $\varphi$. Inside the molecule the only source of $\varphi$ is the background, so Poisson's equation in Gaussian units gives
\begin{equation}
\nabla^2\varphi=-4\pi\left(-\frac{q}{\Omega}\right)=\frac{4\pi q}{\Omega}.
\end{equation}
Because $\rho_m$ is spherical, it needs only the average of $\varphi$ over spheres about the molecular centre. This average is $\varphi(0)+r^2\nabla^2\varphi/6$; the higher terms contain derivatives of $\nabla^2\varphi$, which is constant here. The term $\varphi(0)$ multiplies the molecular charge, which is zero. The interaction energy is therefore
\begin{equation}
\frac{Q_m}{6}\,\frac{4\pi q}{\Omega}=\frac{2\pi qQ_m}{3\Omega},
\qquad Q_m=\int r^2\rho_m\,d^3r .
\end{equation}
The same energy, summed over the molecules, can be read from the other side. It is the energy of the charge $q$ and its background in the potential of the solvent. The background contributes nothing, because that potential has zero mean. The charge sits in the empty space and contributes $q\varphi_0$. Equating the two readings,
\begin{equation}
\varphi_0=\frac{2\pi}{3\Omega}\sum_m Q_m .
\label{eq:phi0}
\end{equation}

In a molecule with a compact positive core and a wider electron cloud, $Q_m$ is negative, and so is $\varphi_0$. The vacuum-like space lies below the cell mean, because the mean includes the strongly positive potential inside the molecules. At fixed number density the sum in \eqref{eq:phi0} grows in proportion to $\Omega$, so $\varphi_0$ stays the same however large the cell is made. It is not a finite-size error.

For numbers, take $L=20$ bohr and 25 molecules. Each has a Gaussian core of charge $8e$ and width 0.5 bohr and a Gaussian cloud of charge $-8e$. A Gaussian of charge $Z$ and width $\sigma$ has $\int r^2\rho\,d^3r=3Z\sigma^2$. A compact cloud of width 0.8 bohr gives
\begin{equation}
Q_m=3\times8\,(0.5^2-0.8^2)=-9.36\ e\,{\rm bohr}^2,
\end{equation}
and a diffuse cloud of width 1.0 bohr gives $-18\ e\,{\rm bohr}^2$. Equation \eqref{eq:phi0} then yields $\varphi_0=-1.667$ V and $-3.206$ V. The potential computed directly in an empty region, from the reciprocal-space sum without its zero-wavevector term, agrees with both. The two solvents look alike to a distant charge, since neither has an outside field, yet their cell zeros differ by 1.539 V.

\section{Thermal averages keep the shift}

Equation \eqref{eq:shifts} was stated for free energies, while \eqref{eq:gauge} concerns the energy of one configuration. The step between them uses thermodynamic integration. Let $E_0$ and $E_1$ be the energies of a configuration before and after removal, and let $E_\eta=(1-\eta)E_0+\eta E_1$. With $A_\eta=-kT\ln\int e^{-E_\eta/kT}dR$, where $R$ stands for the solvent coordinates,
\begin{equation}
\frac{dA_\eta}{d\eta}
=\frac{\int (E_1-E_0)\,e^{-E_\eta/kT}dR}{\int e^{-E_\eta/kT}dR}
=\langle E_1-E_0\rangle_\eta ,
\end{equation}
and hence
\begin{equation}
\Delta A=\int_0^1\langle E_1-E_0\rangle_\eta\,d\eta .
\label{eq:TI}
\end{equation}
An offset $\varphi_0$ adds $q\varphi_0$ to $E_0$ and $(q+\Delta q)\varphi_0$ to $E_1$. At given $\eta$ both additions are independent of $R$, so they multiply numerator and denominator by one common factor. The sampled configurations are unchanged. The gap rises by $\Delta q\,\varphi_0$ at every $\eta$, and so does $\Delta A$. For the rigid molecules of this model, \eqref{eq:phi0} does not depend on where the molecules are, so the argument covers the actual offset as well as a constant added by hand.

The thermal model adds to the spherical solvent one dipole of 0.70 $e\,$bohr, 6.667 bohr from the centre of the cell and free to turn in a plane at 298.15 K. The reductant is a neutral atom with one frozen Gaussian orbital; the acid is a proton held by a neutral dipolar base. Each is treated in its own cell. The free energies are:
\begin{center}
\begin{tabular}{lccc}
solvent & $\Delta_{\rm ox}A$ (eV) & $\Delta_{\rm dp}A$ (eV) & sum (eV)\\
compact & 5.3374 & 8.7152 & 14.0525\\
diffuse & 3.7990 & 10.2540 & 14.0529
\end{tabular}
\end{center}
Going from compact to diffuse lowers the electron removal by 1.538 eV and raises the proton removal by 1.539 eV. Each change equals $\pm e$ times the change of $\varphi_0$ within the test tolerance of 0.003 eV. The sum moves by 0.0004 eV. This is within the same tolerance. The integral \eqref{eq:TI} was also tested against the ratio of partition functions for all four removals.

Neither column is a property of the redox couple or of the acid alone. With an offset of $-3.206$ V, an electron removal energy of 3.799 eV is not an ionization energy on the vacuum scale.

\section{How the cancellation is lost}

Suppose the electron is removed in the diffuse solvent and the proton in the compact one. The sum becomes
\begin{equation}
3.799+8.715=12.514\ {\rm eV},
\end{equation}
which is 1.538 eV below the matched compact result. Used in \eqref{eq:U}, it would put $U$ too low by 1.54 V. This is \eqref{eq:mismatch} with the two offsets in place of $c_1$ and $c_2$: $-3.206-(-1.667)=-1.539$ V.

Different molecules are not needed for such an error. If the same 25 diffuse molecules are put in a cell of side 22 bohr, \eqref{eq:phi0} scales the offset by $(20/22)^3$, from $-3.206$ V to $-2.409$ V. An electron removal in the smaller cell combined with a proton removal in the larger one carries an offset error of
\begin{equation}
-3.206-(-2.409)=-0.797\ {\rm V}.
\end{equation}
The two cells must therefore agree in solvent and in density, and also in the electronic description of the solvent, because $Q_m$ depends on how far the electron cloud extends. They must also use one convention for the mean potential, applied alike to electrons and protons. If a code shifted the potential seen by electrons but not that seen by the removed proton, \eqref{eq:mismatch} would apply with $c_1\ne c_2$ even inside one box.

The cancellation concerns a constant in the potential and nothing more. An error in the binding energy of the reductant's electron, for instance from an approximate density functional, is not a constant potential. The proton removal has no matching term of opposite sign, and the error stays in $U$.

\section{Finite-size terms obey a different rule}

The offset enters the energy linearly in $q$. The interaction of a charged cell with its periodic images is quadratic in $q$, so opposite signs of $\Delta q$ do not by themselves cancel it.

To obtain this term, compare the potential of a unit charge in the periodic cell, with background and zero mean, with the isolated potential $1/r$. Their difference $\psi(\mathbf r)$ is smooth near the charge and satisfies $\nabla^2\psi=4\pi/\Omega$. Cubic symmetry forbids linear terms and anisotropic quadratic terms, so
\begin{equation}
\psi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+O\!\left(\frac{r^4}{L^5}\right),
\end{equation}
where $\alpha=2.8373$ is the Madelung constant of the simple cubic lattice. The coefficient of $r^2$ follows from $\nabla^2r^2=6$. For a compact charge density $\rho$ with total charge $q$, dipole $\mathbf p$ and second moment $Q=\int r^2\rho\,d^3r$,
\begin{align}
E_{\rm per}-E_{\rm iso}
&=\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r' \nonumber\\
&\simeq-\frac{\alpha q^2}{2L}+\frac{\pi}{3\Omega}\iint\rho\rho'\,(r^2+r'^2-2\,\mathbf r\cdot\mathbf r')\,d^3r\,d^3r' \nonumber\\
&=-\frac{\alpha q^2}{2L}+\frac{2\pi}{3\Omega}\,(qQ-p^2).
\label{eq:MP}
\end{align}
The two squares each give $qQ$ and the mixed term gives $-2p^2$. The spherical solvent adds $q\varphi_0$, which has the form of the $qQ$ term with $\sum_mQ_m$ in place of $Q$.

Let the reductant have charge $q_re$, and let both removals use cells of the same side $L$. The leading image terms are
\begin{align}
\text{electron:}\quad&-\frac{\alpha e^2}{2L}\left[(q_r+1)^2-q_r^2\right]=-\frac{\alpha e^2}{2L}(2q_r+1),\\
\text{proton:}\quad&-\frac{\alpha e^2}{2L}\left[0^2-1^2\right]=+\frac{\alpha e^2}{2L},
\end{align}
and their sum is
\begin{equation}
-\frac{\alpha e^2q_r}{L}.
\label{eq:residue}
\end{equation}
It vanishes for a neutral reductant, because the electron removal then creates the unit charge that the proton removal destroys. For a charged reductant it does not vanish. At fixed density it decays as $1/L$, while $\varphi_0$ does not decay; this separates a finite-size error from an offset. If the electron and proton cells have different sides $L_1$ and $L_2$, the image terms leave $-\tfrac12\alpha e^2(1/L_1-1/L_2)$ even for a neutral reductant and equal offsets. For sides of 20 and 22 bohr this is $-0.175$ eV.

The frozen diffuse solvent, without the turning dipole, shows both cases. For the neutral reductant the electron removal is 9.215 eV on the vacuum scale and 4.085 eV on the cell scale, a change of $-5.130$ eV. The offset supplies $-3.206$ eV. The image term supplies $-\alpha e^2/(2L)=-1.930$ eV. The remaining $0.006$ eV is of the size of the $1/\Omega$ terms of the solute itself. The proton removal goes from 4.913 to 10.019 eV, a change of
\begin{equation}
5.106=3.206+1.930-0.030\ {\rm eV}.
\end{equation}
The two large parts cancel in the sum, which is 14.128 eV on the vacuum scale and 14.104 eV on the cell scale. The residue of $-0.024$ eV agrees with \eqref{eq:MP}.

For a reductant of charge $+e$ the sum is 33.548 eV on the vacuum scale and 29.690 eV on the cell scale. The residue is $-3.858$ eV, and \eqref{eq:residue} alone gives $-3.860$ eV. So close an agreement is an accident of the example: by \eqref{eq:MP} the $1/\Omega$ terms of the solutes are $+0.032$ eV for the electron removal and $-0.029$ eV for the proton removal, and they nearly cancel. The offset has cancelled here too; what is left is the image energy. Its size belongs to a frozen solvent that does not screen, and it should not be carried over to a polarizable liquid.

\section{Both solutes in one box}

If a neutral Red and H$_3$O$^+$ share a cell, the joint reaction moves the net charge from one solute to the other. The cell has charge $+e$ before and after. The terms $q\varphi_0$ and $-\alpha q^2/(2L)$ are then equal in the initial and final states and drop out of the difference, with no need to match two cells. In the model, with a neutral reductant and frozen solvent, the joint removal costs 14.184 eV in both the compact and the diffuse solvent.

Here the acid is displaced from the reductant by $+L/3$ along each axis. The value lies 0.080 eV above the 14.104 eV found from separate cells. Both the size and the sign of this difference depend on the placement: a displacement of $-L/3$ along each axis gives $-0.020$ eV. Electrostatic energy is quadratic in the charge density, so the energy of two solutes in one cell is the sum of their separate energies plus a cross term, which includes the images. The difference is the change of this cross term during the reaction. The larger part is the interaction of the oxidized atom, with its images and background, with the dipole of the base, taken at the midpoint of the base's two charges; it amounts to 0.064 eV. The smaller part comes from the second moment of the neutral reductant before the reaction: it interacts with the background of the charged acid as $Q_m$ does in the derivation of \eqref{eq:phi0}. With a core of width 0.5 bohr and an electron density of width 1.0 bohr, the second moment is $3(0.5^2-1.0^2)=-2.25\ e\,{\rm bohr}^2$ and the interaction is $-0.016$ eV. It is negative, and its loss raises the removal energy. One box secures the common zero but adds an interaction between the solutes; separate cells avoid that interaction but must be matched in $\varphi_0$, and also in size if their image terms are to cancel. The numerical output lists the values for both arrangements.

\section*{Computed values}
\begin{verbatim}
cell side: 20.0 bohr; spherical solvent molecules: 25
solvent core charge: 8.0 e, width 0.5 bohr
temperature: 298.15 K; kT: 0.02569 eV
Madelung constant, simple cubic: 2.837297
compact cloud: width 0.8 bohr
  offset phi0: formula -1.6670 V, direct -1.6670 V
diffuse cloud: width 1.0 bohr
  offset phi0: formula -3.2058 V, direct -3.2058 V
diffuse, same molecules, side 22.0 bohr: phi0 -2.4085 V
frozen solvent, diffuse cloud, removal energies:
 reductant charge +0 e
  vacuum zero: electron 9.2151 eV, proton 4.9131 eV, sum 14.1283 eV
  cell zero: electron 4.0849 eV, proton 10.0190 eV, sum 14.1039 eV
  residue of sum: -0.0244 eV; multipole formula -0.0239 eV
  leading image term alone: -0.0000 eV
 reductant charge +1 e
  vacuum zero: electron 28.6345 eV, proton 4.9131 eV, sum 33.5477 eV
  cell zero: electron 19.6707 eV, proton 10.0190 eV, sum 29.6897 eV
  residue of sum: -3.8580 eV; multipole formula -3.8576 eV
  leading image term alone: -3.8603 eV
turning dipole: 0.70 e bohr, distance 6.667 bohr
thermal solvent, neutral reductant, free energies:
 compact: electron removal 5.3374 eV
 compact: proton removal 8.7152 eV
 compact: sum 14.0525 eV
 diffuse: electron removal 3.7990 eV
 diffuse: proton removal 10.2540 eV
 diffuse: sum 14.0529 eV
change from compact to diffuse:
 offset phi0: -1.5388 V
 electron removal: -1.5384 eV
 proton removal: 1.5388 eV
 sum: 0.00036 eV
mixed cells (electron diffuse, proton compact): sum 12.5141 eV
error in electrode potential from mixing: -1.5384 V
one box, frozen solvent: cell charge +1.0 e before, +1.0 e after
 joint removal: compact 14.1839 eV, diffuse 14.1844 eV
\end{verbatim}
